# Moire gratings: how a small shift displaces the beat pattern

**The situation**

Two gratings with parallel lines lie one over the other. Their periods are \(p_1=1000\) nm and \(p_2=1050\) nm. Position \(x\) is measured across the lines. Each grating transmits the fraction

\[
T(x)=0.5+0.5\cos\frac{2\pi x}{p}-0.06\cos\frac{6\pi x}{p}
\]

of the light, with its own period \(p\). A detector records the product of the two transmissions, blurred by a Gaussian that is wide compared with a single line and narrow compared with the beat. Grating 1 can be moved by a distance \(d\) along \(+x\). Grating 2 is fixed unless stated otherwise.

**(a) Find the part of the product that survives the blur, and its period when \(d=0\). Would a sum of the two transmissions show the same beat?**

*Answer.* Write the gratings as Fourier series:

\[
T_1=\sum_m a_m e^{2\pi i m(x-d)/p_1},\qquad T_2=\sum_l a_l e^{2\pi i l x/p_2}.
\]

The coefficients are the same for both because the profiles have the same shape. Since \(\cos u=(e^{iu}+e^{-iu})/2\), they are \(a_0=0.5\), \(a_{\pm1}=0.25\) and \(a_{\pm3}=-0.03\); all others vanish.

A term of the product \(T_1T_2\) has spatial frequency \(m/p_1+l/p_2\). Define

\[
\frac1P=\frac1{p_1}-\frac1{p_2}=\frac{p_2-p_1}{p_1p_2},
\qquad P=\frac{1000\times1050}{50}\ \text{nm}=21000\ \text{nm}.
\]

Then \(1/p_1=21/P\) and \(1/p_2=20/P\). With \(l=-m+s\), where \(s\) is an integer, the frequency becomes

\[
\frac{21m+20(-m+s)}{P}=\frac{m+20s}{P}.
\]

For \(s=0\) it is \(m/P\), which is slow. For \(s\neq0\) and \(|m|\le3\) its magnitude is at least \(17/P\), so the blur removes the term. The surviving terms have \(l=-m\) and phase \(m\Phi\), where

\[
\Phi=2\pi\left(\frac{x-d}{p_1}-\frac{x}{p_2}\right).
\]

A Gaussian blur multiplies each term by a positive real factor \(g_m\), with \(g_0=1\), and therefore does not shift it. Adding the terms \(m\) and \(-m\) gives

\[
B=a_0^2+2g_1a_1^2\cos\Phi+2g_3a_3^2\cos3\Phi .
\]

All coefficients are positive, so the brightest places are those where \(\Phi\) is a multiple of \(2\pi\). At \(d=0\), \(\Phi=2\pi x/P\), and the beat period is 21000 nm.

A sum \(T_1+T_2\) contains just the frequencies \(m/p_1\) and \(l/p_2\). Apart from the constant, the slowest has period 1050 nm and is blurred away. The beat needs the product, which arises because light must pass both gratings.

**(b) Show that moving grating 1 by 1 nm displaces the beat pattern by 21 nm. In which direction does it go?**

*Answer.* Collect the terms in \(x\):

\[
\Phi=2\pi\left[x\left(\frac1{p_1}-\frac1{p_2}\right)-\frac d{p_1}\right]
=2\pi\left(\frac xP-\frac d{p_1}\right)
=\frac{2\pi}{P}\left(x-\frac{P}{p_1}d\right).
\]

The pattern depends on \(x\) and \(d\) through \(\Phi\) alone. It is therefore the original pattern displaced by

\[
X=\frac{P}{p_1}\,d=\frac{p_2}{p_2-p_1}\,d=\frac{1050}{50}\,d=21\,d .
\]

For \(d=1\) nm this gives \(X=21\) nm. The sign is positive, so the beat moves in the same direction as grating 1. Both beat harmonics depend on the same \(\Phi\), so the shape of the pattern is unchanged.

The relation can also be written \(X/P=d/p_1\). The beat moves by the same fraction of its own period as the grating does. The displacement is magnified because the beat period is 21 times the grating period.

The result needs smooth lines. If the profiles had very high harmonics, the pair \(m=21\), \(l=-22\) would also have frequency \((21\times21-20\times22)/P=1/P\). Its phase changes with \(d\) 21 times as fast as that of the pair \(m=1\), \(l=-1\), so the pattern would no longer move rigidly. The pair \(m=-19\), \(l=20\) has the same frequency. For sharp lines in contact with 30 to 40% of the period open, the shift of the first beat harmonic per nanometre departs from 21 by several percent, depending on the starting position. For sharp lines with equal open and closed widths the even orders vanish, both pairs drop out, and the departure is a few tenths of a percent.

**(c) Grating 2 is now moved by \(e\) as well. Find the displacement of the beat. Examine \(e=d\), the case \(p_2<p_1\), and the limit \(p_2\to p_1\).**

*Answer.* Replace \(x\) by \(x-e\) in the phase of grating 2:

\[
\Phi=2\pi\left(\frac{x-d}{p_1}-\frac{x-e}{p_2}\right)
=2\pi\left(\frac xP-\frac d{p_1}+\frac e{p_2}\right).
\]

Setting \(\Phi=0\) locates the bright line that started at \(x=0\):

\[
X=P\left(\frac d{p_1}-\frac e{p_2}\right)=\frac{p_2d-p_1e}{p_2-p_1}=21d-20e .
\]

Moving grating 2 alone by 1 nm shifts the beat by \(-20\) nm. Moving both by 1 nm shifts it by \(21-20=1\) nm, as it must when the whole object is carried along.

The formula also holds for \(p_2<p_1\), where \(P\) is negative and the beat period is \(|P|\). With \(p_2=900\) nm and grating 1 moved by 1 nm, \(X=900/(-100)=-9\) nm, so the beat runs backwards. With \(p_2=1100\) nm it moves by \(1100/100=11\) nm.

As \(p_2\to p_1\), the magnification and the beat period grow together without limit. At equal periods there is no beat line to follow. The blurred brightness is uniform, and it changes as a whole when \(d\) changes.

**(d) Obtain the factor 21 by counting lines, without Fourier series.**

*Answer.* Let the line centres of grating 1 be at \(Np_1+d\) and those of grating 2 at \(Mp_2\), with \(N\) and \(M\) integers. At \(d=0\) the lines \(N=M=0\) coincide at \(x=0\). Move grating 1 by \(d=p_2-p_1=50\) nm. The lines \(N=M=1\) now coincide, because \(1000+50=1050\) nm. The coincidence has passed to the next pair, 1050 nm away, and the ratio is \(1050/50=21\).

Counting gives the displacement in steps. The blurred pattern of part (b) fills in the motion between them.

**(e) Two separate readings, with the motion between them not observed, show the beat displaced by \(X\). What can be concluded about \(d\)? What error of \(d\) follows from an error of 5 nm in the beat displacement?**

*Answer.* Moving grating 1 by a whole period reproduces the same grating, so

\[
d=\frac X{21}+N\times1000\ \text{nm},\qquad N\ \text{an integer}.
\]

The two readings alone do not determine \(N\). A coarser measurement must first fix \(d\) to better than half a period on either side.

An error of 5 nm in \(X\) gives \(5/21=0.238\) nm in \(d\). This gain applies to errors that are fixed lengths in the image. If instead the beat is located to a fixed fraction \(\eta\) of its period, the error of \(X\) is \(\eta P\) and that of \(d\) is \(\eta P/(P/p_1)=\eta p_1\). The magnification then brings no advantage.

**(f) The gratings are separated by a gap \(h=500\) nm of refractive index \(n=1.5\). A plane wave of vacuum wavelength \(\lambda=633\) nm meets grating 1 first, at normal incidence, and a microscope of numerical aperture 0.5 behind grating 2 is focused on grating 2. Does diffraction in the gap alter the factor 21? What happens if the illumination tilts by \(\theta=1\) mrad between two readings?**

*Answer.* Use scalar waves and thin gratings, and let \(T(x)\) now be the amplitude transmission. Moving grating 1 multiplies its diffraction order \(m\) by \(e^{-2\pi imd/p_1}\). The microscope passes frequencies up to \(0.5/\lambda\), that is, periods above 1266 nm. The combined orders with \(l\neq-m\) have periods of at most 1050 nm and are blocked. The image field therefore consists of the terms

\[
F_m=a_m^2\,e^{i\beta_mh}\,e^{-2\pi imd/p_1}e^{2\pi imx/P},
\]
\[
\beta_m=2\pi\sqrt{\left(\frac n\lambda\right)^2-\left(f_0+\frac m{p_1}\right)^2},\qquad f_0=\frac{\sin\theta}{\lambda}.
\]

For \(m=\pm3\) the root is imaginary and is taken with positive imaginary part, so these orders decay in the gap. The frequency \(f_0\) describes the tilt, with \(\theta\) measured in air; its common factor \(e^{2\pi if_0x}\) drops out of the intensity. There is no second order, so the intensity at frequency \(1/P\) comes from two products:

\[
F_1F_0^*+F_0F_{-1}^*=a_0^2a_1^2\,e^{2\pi i(x/P-d/p_1)}
\left[e^{i(\beta_1-\beta_0)h}+e^{i(\beta_0-\beta_{-1})h}\right].
\]

The bracket does not contain \(d\). The first beat harmonic still moves by \(Pd/p_1=21d\), for any value of the gap, provided that gap and illumination are the same in both readings and the bracket does not vanish.

The gap does change the contrast, defined here as the amplitude of the first beat harmonic divided by the mean intensity. At normal incidence \(\beta_1=\beta_{-1}\), and the bracket equals \(2\cos[(\beta_1-\beta_0)h]\). The contrast falls from 0.889 without a gap to 0.683 with it. The bracket vanishes at \(h\approx1130\) nm and changes sign there, so a gap that crosses this value exchanges bright and dark lines, a jump of \(P/2\).

For a tilt, take the mean phase out of the bracket:

\[
e^{i(\beta_1-\beta_0)h}+e^{i(\beta_0-\beta_{-1})h}
=2e^{i(\beta_1-\beta_{-1})h/2}\cos\frac{(\beta_1+\beta_{-1}-2\beta_0)h}{2}.
\]

Let \(S=\sqrt{(n/\lambda)^2-1/p_1^2}\). To first order in \(f_0\),

\[
\beta_{\pm1}=2\pi\left(S\mp\frac{f_0}{p_1S}\right),\qquad
\frac{(\beta_1-\beta_{-1})h}2=-\frac{2\pi f_0h}{p_1S}.
\]

With \(d\) held fixed, the beat phase is \(2\pi[x/P-f_0h/(p_1S)]\). The false displacement is

\[
X_\theta=\frac P{p_1}\frac{f_0h}{S}
=21\,\frac{h\sin\theta}{\sqrt{n^2-(\lambda/p_1)^2}}
=21\times\frac{500\times0.001}{\sqrt{1.5^2-0.633^2}}\ \text{nm}=7.72\ \text{nm}.
\]

This would be read as a grating movement of \(7.72/21=0.368\) nm. For \(p_1\gg\lambda\) the fraction becomes \(h\sin\theta/n\), the small-angle shift of a shadow cast across the gap. A constant tilt displaces both readings equally and cancels from their difference only if the gap is the same in both. Since \(X_\theta\) is proportional to \(h\), a gap that changes by 100 nm under a constant tilt of 1 mrad moves the beat by 1.54 nm.

**(g) Estimate the false displacements from (i) a rotation of grating 2 by \(\varphi=1\) microradian, read at \(y=10000\) nm along the lines from the rotation centre, and (ii) a stretch of grating 1 by \(\varepsilon=10^{-6}\), read one beat period from the fixed point. Neglect the gap. Compare these errors with that of part (f) for a real alignment mark.**

*Answer.* (i) For small \(\varphi\), the phase of grating 2 becomes \(2\pi(x+y\varphi)/p_2\). The bright line \(\Phi=0\) at \(d=0\) obeys

\[
\frac x{p_1}=\frac{x+y\varphi}{p_2}
\quad\Rightarrow\quad
x=\frac P{p_2}\,y\varphi=20\times10000\times10^{-6}\ \text{nm}=0.200\ \text{nm}.
\]

The error of \(d\) is \(0.200/21=0.0095\) nm.

(ii) The stretched period is \(p_1(1+\varepsilon)\), and \(1/[p_1(1+\varepsilon)]\approx(1-\varepsilon)/p_1\). The bright line \(\Phi=2\pi\) obeys

\[
x\left(\frac1P-\frac\varepsilon{p_1}\right)=1
\quad\Rightarrow\quad
x\approx P\left(1+\frac P{p_1}\varepsilon\right).
\]

It has moved by \(21P\varepsilon=21\times21000\times10^{-6}=0.441\) nm, which gives an error of \(0.0210\) nm in \(d\).

The arrangement resembles a see-through alignment mark in imprint lithography, with a glass template above a transparent wafer and liquid resist between them. The periods and the gap are chosen for illustration, and the three disturbances are round assumptions, not measured tolerances. For the gap of 500 nm, the change of tilt matters most of these three: its 7.72 nm is 37% of the 21 nm by which the beat moves when grating 1 moves by 1 nm. The tilt error is proportional to the gap and falls below the stretch error for gaps under about 29 nm, so the ranking does not carry over to resist layers that thin. A real mark also has sharper lines and some dependence on polarization. These can alter the contrast, and a second diffraction order, absent from the model, can also change the tilt error. The model further assumes lines that block light, such as metal lines; lines merely etched into the glass would nearly vanish in a resist of similar refractive index. Such lines also reflect, whereas the model lets light cross the gap only once. For thin resistive sheets with the same local transmission and the electric field along the lines, repeated reflection across the gap leaves the factor 21 unchanged but raises the tilt error from 7.7 nm to about 12 nm. Marks read in reflection send light through the upper grating twice, so the tilt formula of part (f) does not apply to them.

The numerical output lists beat displacements found by locating the maximum of the blurred product, together with the wave results for the gap.

## Values computed for the example and the checks

```
period of grating 1: 1000 nm
period of grating 2: 1050 nm
period difference: 50 nm
beat period, formula: 21000 nm
beat period, measured on pattern: 21000.000 nm
gain p2/(p2-p1): 21.000
move of a grating: 1.000 nm
beat shift, grating 1 moved: 21.0000 nm
beat shift, grating 2 moved: -20.0000 nm
beat shift, both moved: 1.0000 nm
beat shift, grating 1 moved, p2 = 1100 nm: 11.0000 nm
beat shift, grating 1 moved, p2 = 900 nm: -9.0000 nm
coincidence moves, for a 50 nm move: 1050 nm
unambiguous range of d: 1000 nm
assumed reading error of beat: 5.0 nm
resulting error of d: 0.238 nm
wavelength: 633 nm
gap: 500 nm
refractive index in gap: 1.50
numerical aperture: 0.50
beat contrast without gap: 0.889
beat contrast with gap: 0.683
beat shift with gap, waves: 21.0000 nm
change of illumination tilt: 1.0 mrad
false beat shift from tilt: 7.72 nm
error of d from tilt: 0.368 nm
relative rotation: 1.0 microrad
reading distance along lines: 10000 nm
false beat shift from rotation: 0.200 nm
error of d from rotation: 0.0095 nm
stretch of grating 1: 1.0 ppm
false beat shift from stretch: 0.441 nm
error of d from stretch: 0.0210 nm
```
